\section*{Virial Identity and Absence of Embedded Eigenvalues for the Coulomb Hamiltonian, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the virial identity and the sign of the energy}

\subsection{A special case: one exponential function}

Place one electron in the field of a fixed point nucleus of charge $Z>0$. In Hartree atomic units ($\hbar=m_e=e^2/4\pi\epsilon_0=1$) its Hamiltonian is
\begin{equation}
H=T+V,\qquad T=-\tfrac12\Delta,\qquad V=-\frac{Z}{r},\qquad r=|x| .
\label{eq:H}
\end{equation}
Take the function $\phi_\zeta(x)=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ with $\zeta>0$. It is normalised, because $\int_0^\infty r^2e^{-2\zeta r}\,dr=2/(2\zeta)^3=1/(4\zeta^3)$ and the angular integral supplies $4\pi$. Its gradient has magnitude $\zeta\phi_\zeta$, so
\begin{equation}
\langle T\rangle=\tfrac12\int|\nabla\phi_\zeta|^2\,d^3x=\frac{\zeta^2}{2}.
\end{equation}
For the potential energy,
\begin{equation}
\langle V\rangle=-Z\,\frac{\zeta^3}{\pi}\,4\pi\int_0^\infty r\,e^{-2\zeta r}\,dr
=-4Z\zeta^3\,\frac{1}{4\zeta^2}=-Z\zeta .
\end{equation}
The combination of interest is therefore
\begin{equation}
2\langle T\rangle+\langle V\rangle=\zeta(\zeta-Z).
\end{equation}
It vanishes at $\zeta=Z$ and at no other positive $\zeta$. To see which $\zeta$ gives an eigenfunction, apply $H$, using $\Delta e^{-\zeta r}=(\zeta^2-2\zeta/r)e^{-\zeta r}$:
\begin{equation}
H\phi_\zeta=\Big(-\frac{\zeta^2}{2}+\frac{\zeta-Z}{r}\Big)\phi_\zeta .
\end{equation}
The $1/r$ term disappears at the same value, $\zeta=Z$, and the energy is then $-Z^2/2=-\langle T\rangle$.

Changing $\zeta$ stretches or compresses the function without changing its shape. Kinetic energy responds as the square of the compression, Coulomb energy as its first power. An eigenstate must be stationary under such a change, and this balances the two energies. The argument below turns this observation into a proof for every eigenstate, without knowing its form.

\subsection{The statement and the meaning of ``normalisable''}

Inner products $\langle\phi,\psi\rangle=\int\phi^*\psi\,d^3x$ are linear in the second entry, and $\|\psi\|^2=\langle\psi,\psi\rangle$. The space $H^1$ consists of the functions in $L^2(\mathbb R^3)$ whose first derivatives are in $L^2$; for $H^2$ the second derivatives are in $L^2$ as well. The Hamiltonian \eqref{eq:H} has the domain $H^2$. From here on $Z$ may be any real number, unless a sign is stated.

\medskip
\noindent\textbf{Theorem.} Let $\psi\in H^2$, $\|\psi\|=1$ and $H\psi=E\psi$. Then
\begin{equation}
2\langle T\rangle+\langle V\rangle=0,\qquad E=-\langle T\rangle<0 .
\label{eq:theorem}
\end{equation}
The essential spectrum of $H$ is $[0,\infty)$, so no eigenvalue lies in it, the threshold $E=0$ included. For $Z\le0$ there are no eigenstates.
\medskip

For this to be meaningful, $V\psi$ must be square integrable in spite of the singularity at the nucleus. That follows from Hardy's inequality,
\begin{equation}
\Big\|\frac{\psi}{r}\Big\|\le 2\|\nabla\psi\|\qquad(\psi\in H^1).
\label{eq:hardy}
\end{equation}
To prove it, take first a smooth $\psi$ of compact support. Since $\nabla\cdot x=3$ and $x\cdot\nabla r^{-2}=-2r^{-2}$, we have $\nabla\cdot(x/r^2)=1/r^2$. Integrate by parts outside a sphere of radius $\epsilon$. The surface term is at most of order $\epsilon^2\cdot\epsilon^{-1}$ and vanishes as $\epsilon\to0$. Hence
\begin{align}
\int\frac{|\psi|^2}{r^2}\,d^3x
&=-\int\frac{x}{r^2}\cdot\nabla|\psi|^2\,d^3x
=-2\,\mathrm{Re}\int\frac{\psi^*}{r}\,\frac{x}{r}\cdot\nabla\psi\,d^3x\nonumber\\
&\le2\Big\|\frac{\psi}{r}\Big\|\,\|\nabla\psi\| ,
\end{align}
by the Cauchy--Schwarz inequality. Division by $\|\psi/r\|$ gives \eqref{eq:hardy}. Smooth functions of compact support are dense in $H^1$, and the inequality passes to the limit by Fatou's lemma.

Thus $V\psi\in L^2$ for $\psi\in H^2$. Both $T$ and multiplication by the real function $V$ are symmetric there, so $H$ is symmetric. It is also self-adjoint. For $M>0$ and $\chi\in L^2$ set $\varphi=(T\pm iM)^{-1}\chi$. In Fourier space $T$ is multiplication by $k^2/2$, so $\|T\varphi\|\le\|\chi\|$ and $\|\varphi\|\le\|\chi\|/M$. With \eqref{eq:hardy} and $\|\nabla\varphi\|^2=2\langle\varphi,T\varphi\rangle$,
\begin{equation}
\|V\varphi\|\le2|Z|\sqrt{2\|\varphi\|\,\|T\varphi\|}\le2|Z|\sqrt{\frac2M}\,\|\chi\| .
\end{equation}
For $M>8Z^2$ the operator $V(T\pm iM)^{-1}$ has norm below one. Then $1+V(T\pm iM)^{-1}$ is invertible by the geometric series, and
\begin{equation}
H\pm iM=\big[1+V(T\pm iM)^{-1}\big](T\pm iM)
\end{equation}
maps $H^2$ onto $L^2$. This suffices. If $\varphi$ is in the domain of the adjoint $H^*$, choose $\eta\in H^2$ with $(H-iM)\eta=(H^*-iM)\varphi$. Then $(H^*-iM)(\varphi-\eta)=0$, so $\varphi-\eta$ is orthogonal to the range of $H+iM$, which is all of $L^2$. Hence $\varphi=\eta\in H^2$.

One consequence settles the word ``normalisable''. Suppose $\psi\in L^2$ solves the Schr\"odinger equation on the whole of $\mathbb R^3$ in the weak sense, $\langle\psi,(H-E)\chi\rangle=0$ for every smooth $\chi$ of compact support, with real $E$. Such $\chi$ are dense in $H^2$, and $\|H\chi\|$ is bounded by the $H^2$ norm of $\chi$. The relation therefore holds for all $\chi\in H^2$, so $\psi$ is in the domain of $H^*=H$. A square-integrable solution on all of space is thus automatically in $H^2$. A solution that holds merely away from the nucleus need not be; the second half gives an example.

\subsection{The dilation group and its generator}

For real $s$ put $\lambda=e^s$ and define
\begin{equation}
(U(s)\psi)(x)=\lambda^{3/2}\,\psi(\lambda x).
\label{eq:U}
\end{equation}
For $s>0$ the function is compressed towards the nucleus. The prefactor keeps the norm: with $y=\lambda x$ and $d^3x=\lambda^{-3}d^3y$,
\begin{equation}
\|U(s)\psi\|^2=\lambda^3\int|\psi(\lambda x)|^2\,d^3x=\int|\psi(y)|^2\,d^3y .
\end{equation}
Applying two dilations in turn multiplies their factors, so $U(s)U(s')=U(s+s')$. Each $U(s)$ is therefore unitary, with $U(s)^\dagger=U(-s)$.

The group is strongly continuous, meaning $\|U(s)\psi-\psi\|\to0$ as $s\to0$. For a continuous $\chi$ of compact support this holds because $U(s)\chi\to\chi$ uniformly, inside a fixed bounded region. For general $\psi$, choose such a $\chi$ close to $\psi$ and use
\begin{equation}
\|U(s)\psi-\psi\|\le2\|\psi-\chi\|+\|U(s)\chi-\chi\| .
\end{equation}

Differentiating \eqref{eq:U} at $s=0$ on a smooth function gives $\tfrac32\psi+x\cdot\nabla\psi$. With $p=-i\nabla$, the symmetric operator
\begin{equation}
A=\tfrac12(x\cdot p+p\cdot x)=-i\big(x\cdot\nabla+\tfrac32\big)
\end{equation}
satisfies $iA=x\cdot\nabla+\tfrac32$, because $p\cdot x\,\psi=-i(3\psi+x\cdot\nabla\psi)$. Thus $U(s)=e^{isA}$, and $A$ is the dilation generator.

\subsection{The formal commutator and the gap it leaves}

Let $j$ and $k$ label Cartesian components, with summation over repeated labels. Then
\begin{align}
\partial_j(x_k\partial_k\psi)&=\partial_j\psi+x_k\partial_j\partial_k\psi,\\
\Delta(x\cdot\nabla\psi)&=2\Delta\psi+x\cdot\nabla\Delta\psi .
\end{align}
Multiplying the second line by $-\tfrac12$ gives $[T,x\cdot\nabla]=2T$. For the potential, $[V,x\cdot\nabla]\psi=-(x\cdot\nabla V)\psi$. The Coulomb potential is homogeneous of degree $-1$, so $x\cdot\nabla V=r\,dV/dr=Z/r=-V$. The constant $\tfrac32$ commutes with everything, and therefore
\begin{equation}
i[H,A]=2T-x\cdot\nabla V=2T+V .
\label{eq:comm}
\end{equation}

It is tempting to take the expectation value in an eigenstate and write
\begin{equation}
\langle\psi,[H,iA]\psi\rangle=\langle H\psi,iA\psi\rangle-\langle\psi,iAH\psi\rangle
=(E-E)\langle\psi,iA\psi\rangle=0 .
\end{equation}
The first equality moves $H$ from $A\psi$ onto $\psi$, which requires $A\psi$ to lie in the domain of $H$. But $A\psi$ contains $x\cdot\nabla\psi$, and membership of $H^2$ does not say that this product is even square integrable. A function outside $L^2$ shows that the step needs some condition at infinity. For a free particle, $Z=0$, the plane wave $e^{ik\cdot x}$ satisfies the eigenvalue equation with energy $k^2/2$, and the same manipulation would yield $2T=k^2=0$. The plane wave is not normalisable, so the surface terms at infinity hidden in the manipulation do not vanish.

One could try to prove decay of $\psi$ first. For a hypothetical eigenstate inside the continuum this is the difficult part, because for $E>0$ the equation far from the nucleus approaches $-\tfrac12\Delta\psi=E\psi$, whose radial solutions oscillate and supply no decaying exponential. Finite dilations avoid the question.

\subsection{An identity at finite dilation}

The operator $U(s)$ maps $H^2$ into itself, since it merely rescales derivatives. Two derivatives of $\psi(\lambda x)$ produce $\lambda^2$:
\begin{equation}
(TU(s)\psi)(x)=-\tfrac12\Delta\big[\lambda^{3/2}\psi(\lambda x)\big]
=\lambda^2\lambda^{3/2}(T\psi)(\lambda x)=\lambda^2(U(s)T\psi)(x).
\label{eq:TU}
\end{equation}
For the potential use $V(x)=\lambda V(\lambda x)$:
\begin{equation}
(VU(s)\psi)(x)=\lambda V(\lambda x)\,\lambda^{3/2}\psi(\lambda x)=\lambda\,(U(s)V\psi)(x).
\label{eq:VU}
\end{equation}

Now let $H\psi=E\psi$, with $E$ real because $H$ is symmetric. Both $\psi$ and $U(s)\psi$ are in the domain, so $H$ may be moved between them:
\begin{align}
E\langle\psi,U(s)\psi\rangle
&=\langle H\psi,U(s)\psi\rangle=\langle\psi,HU(s)\psi\rangle\nonumber\\
&=\langle\psi,U(s)(\lambda^2T+\lambda V)\psi\rangle .
\label{eq:first}
\end{align}
The same number can be found by letting $H$ act on $\psi$ before the dilation:
\begin{equation}
E\langle\psi,U(s)\psi\rangle=\langle\psi,U(s)H\psi\rangle=\langle\psi,U(s)(T+V)\psi\rangle .
\label{eq:second}
\end{equation}
Subtract \eqref{eq:second} from \eqref{eq:first}, and factor $\lambda^2-1=(\lambda-1)(\lambda+1)$:
\begin{equation}
(\lambda-1)\,\big\langle\psi,U(s)\big[(\lambda+1)T+V\big]\psi\big\rangle=0 .
\end{equation}
For $s\ne0$ the prefactor is nonzero, which leaves
\begin{equation}
\big\langle\psi,U(s)\big[(e^s+1)T+V\big]\psi\big\rangle=0\qquad(s\neq0).
\label{eq:finite}
\end{equation}
No derivative with respect to $s$ has been taken, and $A\psi$ has not appeared.

\subsection{The limit and the sign}

Write \eqref{eq:finite} as
\begin{equation}
\big\langle U(-s)\psi,\ (e^s+1)T\psi+V\psi\big\rangle=0 .
\end{equation}
As $s\to0$, the left entry tends to $\psi$ in norm by strong continuity. The right entry tends in norm to $2T\psi+V\psi$, because $T\psi$ and $V\psi$ are fixed vectors of $L^2$. The inner product is continuous in both entries, so
\begin{equation}
2\langle T\rangle+\langle V\rangle=0 .
\label{eq:virial}
\end{equation}
This is the virial identity. Insert $\langle V\rangle=-2\langle T\rangle$ into $E=\langle T\rangle+\langle V\rangle$:
\begin{equation}
E=-\langle T\rangle=-\tfrac12\|\nabla\psi\|^2 .
\end{equation}
In Fourier space $\|\nabla\psi\|^2=\int k^2|\hat\psi(k)|^2\,d^3k$. It can vanish only if $\hat\psi$ is zero except at the single point $k=0$, which would make $\psi=0$ as a vector in $L^2$. Hence $\langle T\rangle>0$ and $E<0$ strictly.

If $Z=0$, \eqref{eq:virial} reads $2\langle T\rangle=0$; if $Z<0$, both of its terms are positive. Either way it is contradictory, so neither a free particle nor a repulsive centre has an eigenstate.

The identity also describes the energy of a stretched eigenstate. From \eqref{eq:TU} and \eqref{eq:VU},
\begin{equation}
\langle U(s)\psi,HU(s)\psi\rangle=\lambda^2\langle T\rangle+\lambda\langle V\rangle
=(\lambda^2-2\lambda)\langle T\rangle ,
\label{eq:dilated}
\end{equation}
which has its minimum at $\lambda=1$. This holds for excited states too, but it is a minimum along this one path of functions and says nothing about other variations.

The converse of the theorem is false. Any normalised $\phi\in H^2$ has $\langle T\rangle_\phi>0$ and, for $Z>0$, $\langle V\rangle_\phi<0$. Dilating it by $\lambda=-\langle V\rangle_\phi/(2\langle T\rangle_\phi)$ makes $2\lambda^2\langle T\rangle_\phi+\lambda\langle V\rangle_\phi=0$. A Gaussian treated in this way obeys the virial identity. It is not an eigenfunction, since $\Delta$ acting on it gives no $1/r$ term to cancel the potential.

\subsection{Worked example: $Z=2$, $n=3$, $l=1$}

Write $\psi=u(r)Y_{lm}/r$, so that $\int_0^\infty|u|^2dr=1$ and
\begin{equation}
Tu=-\tfrac12u''+\frac{l(l+1)}{2r^2}u .
\end{equation}
With $\kappa=Z/3=2/3$ and $\xi=\kappa r$, take $l=1$ and $u=N\,f(\xi)e^{-\xi}$, where $f=2\xi^2-\xi^3$. Since $f'=4\xi-3\xi^2$ and $f''=4-6\xi$,
\begin{align}
f''-2f'+f-\frac{2f}{\xi^2}
&=(4-14\xi+8\xi^2-\xi^3)-(4-2\xi)\nonumber\\
&=-12\xi+8\xi^2-\xi^3 .
\end{align}
The kinetic term multiplies this by $-\kappa^2/2$. The potential is $-Z\kappa/\xi=-3\kappa^2/\xi$. Their sum acting on the state is
\begin{equation}
\kappa^2\big[6\xi-4\xi^2+\tfrac12\xi^3-6\xi+3\xi^2\big]
=-\frac{\kappa^2}{2}\,(2\xi^2-\xi^3),
\end{equation}
so $u$ is an eigenfunction with $E=-\kappa^2/2=-2/9$. For the potential energy the required integrals are
\begin{align}
\int_0^\infty\xi^4(2-\xi)^2e^{-2\xi}d\xi&=3-\tfrac{15}{2}+\tfrac{45}{8}=\tfrac98,\\
\int_0^\infty\xi^3(2-\xi)^2e^{-2\xi}d\xi&=\tfrac32-3+\tfrac{15}{8}=\tfrac38 .
\end{align}
Their ratio gives $\langle1/r\rangle=\kappa/3=2/9$. Therefore
\begin{align}
\langle V\rangle&=-2\times\tfrac29=-0.4444\ \text{hartree},\\
\langle T\rangle&=E-\langle V\rangle=-0.2222+0.4444=0.2222\ \text{hartree}.
\end{align}
The virial identity holds, $2(0.2222)-0.4444=0$, and $E=-0.2222$ hartree $=-6.047$ eV.

The finite identity can be followed as well. On radial functions $U(s)$ acts as $u(r)\to\sqrt\lambda\,u(\lambda r)$. Choose $\lambda=3/2$. The squared normalisation in the variable $\xi$ is $8/9$, and $Z\kappa=4/3$, so
\begin{align}
\langle\psi,U V\psi\rangle
&=-\frac43\cdot\frac89\sqrt{\frac32}\int_0^\infty\xi^2(2-\xi)\,\lambda\xi(2-\lambda\xi)\,e^{-(1+\lambda)\xi}\,d\xi\nonumber\\
&=-\frac{32}{27}\sqrt{\frac32}\cdot\frac{576}{3125}=-0.26755\ \text{hartree}.
\end{align}
The overlap follows in the same way, with one more power of $\lambda\xi$ in the integrand:
\begin{equation}
\langle\psi,U\psi\rangle=\frac89\sqrt{\frac32}\cdot\frac{10368}{15625}
=\frac{9216}{15625}\sqrt{\frac32}.
\end{equation}
Since $T\psi=E\psi-V\psi$,
\begin{align}
\langle\psi,UT\psi\rangle
&=-\frac29\cdot\frac{9216}{15625}\sqrt{\frac32}+\frac{2048}{9375}\sqrt{\frac32}\nonumber\\
&=\frac{4096}{46875}\sqrt{\frac32}=0.10702\ \text{hartree}.
\end{align}
Equation \eqref{eq:finite} requires $(\lambda+1)\times0.10702-0.26755=0$, and indeed $2.5\times0.10702=0.26755$. The compressed state has energy $(2.25-3)\times0.2222=-0.1667$ hartree by \eqref{eq:dilated}, above the eigenvalue as expected.

For contrast, the non-eigenfunction $u\propto r^2e^{-1.5r}$ with the same $Z$ and $l$ gives $2\langle T\rangle+\langle V\rangle=0.75$ hartree and $0.564$ hartree for the left side of \eqref{eq:finite}. The numerical check evaluates these integrals from the definitions of $T$, $V$ and $U$.

\section{Second half: the continuum and the limits of the result}

\subsection{Symbols and results carried over}

The Hamiltonian is $H=T+V$ with $T=-\Delta/2$, $V=-Z/r$ and domain $H^2$, in Hartree atomic units. It is self-adjoint. Hardy's inequality is $\|\psi/r\|\le2\|\nabla\psi\|$. The dilation $U(s)$ sends $\psi(x)$ to $\lambda^{3/2}\psi(\lambda x)$ with $\lambda=e^s$, and multiplies the expectation values of $T$ and $V$ by $\lambda^2$ and $\lambda$. Every normalised eigenstate satisfies
\begin{equation}
2\langle T\rangle+\langle V\rangle=0,\qquad E=-\langle T\rangle<0 .
\label{eq:recall}
\end{equation}
Radial functions $u$ are defined by $\psi=uY_{lm}/r$. It remains to show that the continuum occupies $[0,\infty)$, and to see which hypotheses the result needs.

We have shown that every normalised eigenstate of $H$ obeys $2\langle T\rangle+\langle V\rangle=0$ and so has $E=-\langle T\rangle<0$, and that there are no eigenstates for $Z\le0$. It remains to show that the essential spectrum is $[0,\infty)$, and to see which hypotheses the result needs.

Numbers in the example were calculated in double precision.
